# How Response Errors Limit Linear-Response U for Nearly Full d Shells

**Question.** A linear-response calculation of the Hubbard $U$ for a nearly full d shell finds that the d occupation changes by $-0.02$ electrons per eV of level shift. Suppose this response is uncertain by $0.001$ per eV, which is 5 percent of its value. How uncertain is $U$, how does the uncertainty scale as the shell fills, and under what conditions does it make $U$ unreliable?

**Answer.** The size of the effect follows from how $U$ is extracted from two responses, so the definition comes first.

## What is being inverted

Let $n$ be the d occupation of one site, summed over ten spin-orbitals. Add a potential $\alpha$ that acts on the d orbitals alone. A positive $\alpha$ raises the d level and lowers $n$. Two slopes are measured:

- $\chi_0=dn/d\alpha$ with the mean-field potential frozen;
- $\chi=dn/d\alpha$ after the potential has become self-consistent.

Both are negative. In a one-site mean-field model, a change $dn$ shifts the d level by $U\,dn$. The electrons respond to the total shift with the frozen response:

$$dn=\chi_0\,(d\alpha+U\,dn).$$

Collecting the terms in $dn$ gives $(1-U\chi_0)\,dn=\chi_0\,d\alpha$, hence

$$\chi=\frac{\chi_0}{1-U\chi_0},\qquad \frac1\chi=\frac1{\chi_0}-U,\qquad U=\frac1{\chi_0}-\frac1\chi .$$

Since $\chi_0<0$ and $U>0$, the denominator $1-U\chi_0$ exceeds one. The interaction opposes the loss of charge, and $|\chi|<|\chi_0|$.

Take $U=8$ eV and $\chi=-0.02$ eV$^{-1}$. Then $1/\chi=-50$ eV, $1/\chi_0=-50+8=-42$ eV and $\chi_0=-0.0238$ eV$^{-1}$. The wanted 8 eV is the difference of two much larger numbers. In terms of the measured slopes,

$$U=\frac{\chi-\chi_0}{\chi_0\chi},$$

and the difference that carries the information is only $\chi-\chi_0=0.0038$ eV$^{-1}$. An error of $0.001$ eV$^{-1}$ is about a quarter of it.

## The error of one inverse

Let the measured response be $\chi+\delta$. Over a common denominator,

$$\frac1{\chi+\delta}-\frac1\chi=-\frac{\delta}{\chi(\chi+\delta)}
=-\frac{\delta}{\chi^2}\,\frac1{1+\delta/\chi}.$$

For $|\delta|<|\chi|$ the last factor is a geometric series, so

$$\frac1{\chi+\delta}-\frac1\chi=-\frac{\delta}{\chi^2}+\frac{\delta^2}{\chi^3}-\dots$$

The first term has magnitude $0.001/0.02^2=2.5$ eV. The second is $-0.125$ eV for either sign of $\delta$, because $\chi^3$ is negative, and it makes the error lopsided. If the response is measured too weak ($\delta>0$), $1/|\chi|$ rises by 2.63 eV. If it is measured too strong, $1/|\chi|$ falls by 2.38 eV. With $\chi_0$ held at its true value, the inferred $U$ is then 10.6 or 5.6 eV instead of 8 eV.

At fixed absolute error the uncertainty scales as $1/\chi^2$. At fixed relative error $\epsilon=|\delta/\chi|$ it scales as $\epsilon/|\chi|$. A shell with $\chi=-0.2$ eV$^{-1}$ and the same absolute error has an inverse uncertain by 0.025 eV, a hundred times less. This compares inverses, not two shells with the same $U$: in the one-site model $|\chi|$ cannot exceed $1/U$, so a response of $-0.2$ eV$^{-1}$ requires $U$ below 5 eV.

## Errors in both responses

The frozen response has an error $\delta_0$ of its own. To first order,

$$\delta U=-\frac{\delta_0}{\chi_0^2}+\frac{\delta}{\chi^2}.$$

An error of $0.001$ eV$^{-1}$ contributes 1.76 eV through $\chi_0$ and 2.50 eV through $\chi$. The total depends on how the two errors are related.

- If they are independent, with this standard deviation each, the contributions add in quadrature: $\sqrt{1.76^2+2.50^2}=3.06$ eV.
- If they have opposite signs, the contributions add directly, to about 4.3 eV.
- If they are equal in sign and size, the contributions partly cancel, and about 0.74 eV remains.
- If both responses are too large by the same factor $1+\epsilon$, both inverses are divided by it, and $U$ becomes $U/(1+\epsilon)$. For $\epsilon=0.05$ this gives 7.62 eV, an error of 0.38 eV.

The same 5 percent error in $\chi$ is therefore serious or modest according to what happens to $\chi_0$. With independent errors, the standard deviation is 38 percent of $U$. A value with that uncertainty is unreliable for most uses. With a common relative error, $U$ is off by about 5 percent.

## Why a full shell responds weakly

The small response can be traced to the states that the d orbital mixes with. Consider ten equal spin-orbital channels. In each channel, let $|o\rangle$ be an occupied state, with energy $E_o$ and real d amplitude $o_d$. The perturbation $\alpha|d\rangle\langle d|$ changes this state to first order by

$$|\delta o\rangle=\alpha\sum_{m\ne o}|m\rangle\frac{m_d\,o_d}{E_o-E_m}.$$

Its d weight $o_d^2$ changes by $2o_d\,\delta o_d$, which is

$$\delta(o_d^2)=2\alpha\sum_{m\ne o}\frac{o_d^2\,m_d^2}{E_o-E_m}.$$

Now sum over the occupied states. If $m$ is also occupied, the pair appears twice with opposite denominators and cancels. Pairs with one occupied state $o$ and one empty state $e$ remain. Ten channels and the factor 2 give

$$\chi_0=-20\sum_{o,e}\frac{o_d^2\,e_d^2}{E_e-E_o}.$$

Mixing with filled ligand states thus gives no response by itself. For a filled ligand level 3 eV above the d level, coupled to it by 1 eV, the upper filled state has 8.4 percent d character. Yet diagonalization with a small $\alpha$ gives a response of zero to within rounding. The perturbation moves d weight between two filled states, and the sum is unchanged.

The simplest shell that does respond has a d level at zero, an empty level at $\Delta$, and a coupling $t$, with one electron per channel. The level splitting is $R=\sqrt{\Delta^2+4t^2}$, and the occupied state has d weight

$$w=\frac n{10}=\frac12\left(1+\frac\Delta R\right).$$

The empty state has d weight $1-w$, so

$$\chi_0=-\frac{20\,w(1-w)}R .$$

With $\Delta=10$ eV and $t=1.133$ eV, $R=10.25$ eV and $w=0.9876$, so the shell holds 9.876 electrons. The formula gives $-20\times0.9876\times0.0124/10.25\approx-0.024$ eV$^{-1}$. Finite differences of the diagonalized model give $\chi_0=-0.02381$ and, with self-consistency, $\chi=-0.02000$ eV$^{-1}$. Their inverses return the 8 eV that was put in.

## Scaling as the shell fills

Let $h=10-n=10(1-w)$ be the number of d holes. For a nearly full shell $w\approx1$, and

$$\chi_0\approx-\frac{2h}{R},\qquad \frac1{|\chi|}=\frac1{|\chi_0|}+U\approx\frac{R}{2h}+U .$$

Two limits follow for independent errors of equal standard deviation $\sigma_\chi$.

When $R/2h\gg U$, both inverses approach $R/2h$, and

$$\sigma_U\approx\sqrt2\,\sigma_\chi\,\frac{R^2}{4h^2}.$$

At fixed $R$ and $\sigma_\chi$, halving the number of holes makes the error four times larger. The signal shows the same law: $\chi-\chi_0=U\chi_0\chi$ shrinks as $h^2$, whereas each response shrinks only as $h$. The power depends on how the shell fills. If the d level deepens at fixed $t$, then $h\approx10t^2/\Delta^2$ and $R\approx\Delta$ grows as $h^{-1/2}$, so the error grows as $h^{-3}$, close to eight times per halving. In the example $h=0.124$ and $R/2h\approx41$ eV, about five times $U$. The limiting formula then gives 2.4 eV, below the full linear result of 3.06 eV, because $U$ still adds visibly to $1/|\chi|$.

In the opposite limit, $U|\chi_0|\gg1$, the frozen response is so strong that $1/\chi_0$ and its error drop out. Then $\chi\to-1/U$ and $\sigma_U\to\sigma_\chi U^2$. For $U=8$ eV and $\sigma_\chi=0.001$ eV$^{-1}$ this is 0.064 eV. The bad conditioning thus belongs to the weak response, and not to the linear-response definition as such.

## What precision is needed

The slopes are usually found from central differences, $[n(a)-n(-a)]/2a$. If each occupation has an independent random error $\sigma_n$, the difference has standard deviation $\sqrt2\,\sigma_n$, and

$$\sigma_\chi=\frac{\sigma_n}{\sqrt2\,a}.$$

For $a=0.05$ eV, an error of $0.001$ eV$^{-1}$ corresponds to $\sigma_n=\sqrt2\times0.05\times0.001=7.1\times10^{-5}$ electrons. The signal itself is small: between the two shifts the self-consistent occupation changes by $2\times0.05\times0.02=0.002$ electrons.

When random errors of this size are added to the four occupations of the model, the inferred $U$ scatters with a standard deviation of 3.09 eV. The linear estimate of 3.06 eV is thus adequate here.

Two ways to reduce this scatter are compared here. The first is tighter convergence. To bring $\sigma_U$ to 0.1 eV, each response must be known to

$$\sigma_\chi=\frac{0.1\ \text{eV}}{\sqrt{\chi_0^{-4}+\chi^{-4}}}=3.3\times10^{-5}\ \text{eV}^{-1},$$

which at $a=0.05$ eV means occupations good to $2.3\times10^{-6}$ electrons.

The second is a larger shift. With $a=0.5$ eV and the original occupation noise, the scatter falls tenfold, to 0.30 eV. The price is curvature of $n(\alpha)$. A central difference removes the even terms, but the cubic term leaves a slope error proportional to $a^2$. In the model this raises $U$ by 0.10 eV at $a=0.5$ eV. For a goal of 0.1 eV that bias alone uses up the allowance, and the scatter of 0.30 eV is still three times too large. A smaller shift lowers the bias but raises the scatter, and with the original noise no shift up to 5 eV reaches this goal in the model. Tighter convergence is therefore needed, and an intermediate shift makes it less demanding. At $a=0.25$ eV the bias is 0.03 eV, and with bias and scatter added in quadrature, occupations good to about $1.1\times10^{-5}$ electrons suffice, instead of $2.3\times10^{-6}$ at $a=0.05$ eV.

A larger shift helps only against errors that grow more slowly than $\alpha$. If the occupation error is $c\,\alpha$, as when a fixed fraction of the self-consistent relaxation is missing, the slope is wrong by $c$ for every $a$. Such an error has to be removed by converging the calculation.

## The part that convergence does not remove

The occupation depends on the orbital onto which the states are projected. Let the new projector be turned slightly towards the empty orbital $|c\rangle$:

$$|d'\rangle=\cos\theta\,|d\rangle+\sin\theta\,|c\rangle .$$

In the two-level model the occupied and empty states are

$$|o\rangle=\cos\varphi|d\rangle-\sin\varphi|c\rangle,\quad |e\rangle=\sin\varphi|d\rangle+\cos\varphi|c\rangle,\quad \tan2\varphi=\frac{2t}{\Delta}.$$

Their overlaps with $|d'\rangle$ are $\cos(\varphi+\theta)$ and $\sin(\varphi+\theta)$. The product of the two overlaps, which sets the response, was $\frac12\sin2\varphi$ and is now $\frac12\sin2(\varphi+\theta)$. Call their ratio

$$r=\frac{\sin2(\varphi+\theta)}{\sin2\varphi}.$$

One factor $r$ enters when $\alpha$ acts on $d'$, and another when the occupation $n'$ of $d'$ is measured. The frozen response is therefore $\chi_0'=r^2\chi_0$.

For the self-consistent response, keep the physical interaction on the original $n$. Then $dn=r\chi_0\,d\alpha+\chi_0U\,dn$, which gives $dn=r\chi\,d\alpha$. The measured occupation changes by

$$dn'=r^2\chi_0\,d\alpha+r\chi_0U\,dn=r^2\chi_0(1+U\chi)\,d\alpha .$$

Since $1+U\chi=1/(1-U\chi_0)$, this is $dn'=r^2\chi\,d\alpha$. Both responses scale by $r^2$, and the inferred interaction is

$$U'=\frac{U}{r^2}.$$

In the example $\varphi=0.111$ rad. A rotation of $\theta=0.02$ rad moves 0.04 percent of the projector's weight, yet $U'$ becomes 5.8 eV. The opposite rotation gives 11.8 eV. Diagonalization with the rotated projectors confirms both values. For small angles $r\approx1+\theta/\varphi$, so the rotation must be compared with $\varphi\approx\sqrt{h/10}$, which shrinks as the shell fills.

This is a dependence on definition and not a numerical mistake. From the relations above, $dn'=r\,dn$, so $U'(dn')^2=U(dn)^2$: each $U$ describes the same interaction energy in terms of its own occupation. A value of $U$ should therefore not be carried over to another projector.

Nor does using each value with its own projector remove the dependence from a Hubbard-corrected calculation. The usual correction energy, for a diagonal occupation matrix, is

$$E_U=\frac U2\sum_i n_i(1-n_i),\qquad \frac{\partial E_U}{\partial n_i}=U\left(\frac12-n_i\right),$$

where $n_i$ is the occupation of one spin-orbital. The potential depends on $n_i$ itself, which hardly changes under the rotation. It is $8.0\times(0.5-0.988)=-3.9$ eV for the original projector, and $5.8\times(0.5-0.983)=-2.8$ eV and $11.8\times(0.5-0.992)=-5.8$ eV for the rotated ones.

The same formula translates a numerical error of $U$ into a level error. An increase of 2.5 eV in $U$ shifts the potential on a nearly full d orbital by $2.5\times(0.5-0.988)=-1.2$ eV. The final band shift differs, because the electrons relax and the band is not pure d.

## Beside a real oxide

The parameters are round values in the rough regime of a filled d$^{10}$ cation shell in an oxide, and do not describe a particular compound. A distance of 10 eV from the d level to the empty states is plausible for a deep d shell. Semilocal functionals tend to place such shells too high, which reduces this distance and, at fixed $t$, strengthens the response.

Real empty states form bands, and filled ligand states take part as well. Adding the filled ligand level described above to the two-level model changes $\chi_0$ from $-0.0238$ to $-0.0248$ eV$^{-1}$, which lowers $1/\chi_0^2$ by about 8 percent.

The one-site assumption is also broken in a solid, where $\chi$ is a matrix over sites. Varying $\chi\chi^{-1}=1$ gives $\delta(\chi^{-1})=-\chi^{-1}(\delta\chi)\chi^{-1}$. An error $\delta$ in the d-site element alone therefore changes the same element of the inverse by $-[(\chi^{-1})_{dd}]^2\delta$. As an illustration, give a neighbouring site a response of $-0.1$ eV$^{-1}$ and an intersite element of $0.01$ eV$^{-1}$. The d-site element of the inverse becomes $-0.1/(0.002-0.0001)=-52.6$ eV, and the error grows from 2.5 to 2.8 eV. In these two illustrations the amplification changes by about a tenth; a given compound needs its own response matrix.

For a nearly full shell, then, a linear-response $U$ can be trusted numerically when the independent errors of both responses are small compared with $|\chi-\chi_0|$, and not merely with $|\chi|$. Even then it holds for the projector with which it was computed. The numerical output below gives the values to more digits.

## Numbers as computed

```
Model interaction U: 8.00 eV
Height of empty level: 10.00 eV
Coupling t: 1.1328 eV
Level splitting R: 10.2534 eV
d occupation: 9.8764 electrons of 10
d weight per channel w: 0.98764
Frozen response chi0: -0.023810 1/eV
Self-consistent response chi: -0.020000 1/eV
Difference chi - chi0: 0.003810 1/eV
1/chi0: -42.000 eV
1/chi: -50.000 eV
U recovered from responses: 8.0000 eV
Assumed response error: 0.0010 1/eV
First-order change of 1/chi: 2.500 eV
Second-order term: 0.125 eV
Exact rise of 1/|chi|, weaker response: 2.632 eV
Exact fall of 1/|chi|, stronger response: 2.381 eV
Open-shell comparison response: -0.20 1/eV
Open-shell change of inverse: 0.0251 eV
First-order change of 1/chi0: 1.764 eV
U error, independent errors (rms): 3.060 eV
U error, opposite errors: 4.273 eV
U error, equal absolute errors: 0.739 eV
Common relative error: 5.0 percent
U with common relative increase: 7.619 eV
Small level shift a: 0.05 eV
Occupation noise giving assumed error: 7.07e-05 electrons
Sampled U spread at small shift: 3.094 eV
Large level shift a: 0.50 eV
Sampled U spread at large shift: 0.304 eV
Curvature bias of U at large shift: 0.103 eV
Chosen goal for U error: 0.10 eV
Response error allowed by goal: 3.27e-05 1/eV
Occupation noise allowed, small shift: 2.31e-06 electrons
Occupation noise allowed, large shift: 2.31e-05 electrons
Mixing angle phi: 0.1114 rad
Projector rotation: 0.020 rad
Projector weight moved: 0.040 percent
U, projector rotated by +theta: 5.788 eV
U, projector rotated by -theta: 11.820 eV
d occupation at +theta: 9.8283 electrons
d occupation at -theta: 9.9167 electrons
Filled ligand level above d: 3.00 eV
Coupling d to filled ligand: 1.00 eV
d weight in ligand state, no empty mixing: 0.0840
Size of chi0, filled mixing only: 4.4e-13 1/eV
chi0 with filled and empty mixing: -0.024770 1/eV
Illustrative neighbour response: -0.100 1/eV
Illustrative intersite response: 0.010 1/eV
Site element of inverse matrix: -52.632 eV
Its change for assumed error: 2.778 eV
d potential shift for first-order U error: -1.219 eV
```
